# First Born Scattering from a Yukawa Atom and Analytic Angle Sampling, part 2

A simulation of electrons in a film needs the probability of each elastic collision and a random scattering angle \(\theta\). The atom is a fixed centre with potential energy \(V(r)=-\frac{Z}{r}e^{-r/a}\), of strength \(Z\) and screening length \(a\). In atomic units (electron mass, elementary charge and \(\hbar\) equal one), an electron of wave number \(k\) has energy \(E=k^2/2\). Its wave vector is \(\mathbf k_0\) before the collision and \(\mathbf k'\) after it, and \(\mathbf q=\mathbf k_0-\mathbf k'\).

The wave \(\psi\) obeys the integral equation of Part I,
\[
\psi(\mathbf r)=e^{i\mathbf k_0\cdot\mathbf r}
-\frac{1}{2\pi}\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}
V(r')\psi(\mathbf r')\,d^3r' .
\]
Far away, \(\psi\to e^{i\mathbf k_0\cdot\mathbf r}+f\,\frac{e^{ikr}}{r}\), and \(\frac{d\sigma}{d\Omega}=|f|^2\). Lemma 1 found the amplitude \(f\) to first order in \(V\), the first Born approximation, by putting the incident wave under the integral.

With \(s=\sin^2(\theta/2)\) and \(\beta=1/(4k^2a^2)\), the first Born results are
\[
\frac{d\sigma}{d\Omega}=\frac{Z^2}{4k^4(s+\beta)^2},\qquad
\sigma=\frac{\pi Z^2}{k^4\beta(1+\beta)}.
\]
For \(ka\ll1\) the scattering becomes isotropic and \(\sigma\to16\pi Z^2a^4\). For \(ka\gg1\), \(\sigma\approx\frac{4\pi Z^2a^2}{k^2}\).

The probability density of \(s\) and its cumulative probability are
\[
p(s)=\frac{\beta(1+\beta)}{(s+\beta)^2},\qquad
F(s)=\frac{(1+\beta)s}{s+\beta}.
\]
Theorem 2 states that, for a random number \(R\) uniform on \([0,1]\), the sampled value \(S\) of \(s\) and the angle are
\[
S=\frac{\beta R}{1+\beta-R},\qquad
\cos\theta=1-2S,
\]
with an independent azimuth uniform on \([0,2\pi)\).

The numerical case is a model with \(Z=6\), \(a=0.25\) Å and \(E=10\,000\) eV. It has \(k=51.232\) Å\(^{-1}\), \(ka=12.808\), \(\beta=1.524\times10^{-3}\) and \(\sigma=0.0384\) Å\(^2\).

### Remark: use in a simulation

For small deflections, \(\cos\theta=1-2S\) lies close to one. Rounding it to a fixed number of digits discards digits of the small number \(S\), and an arccosine cannot restore them. The form \(\theta=2\arcsin\sqrt S\) avoids that loss. The sine can also be obtained directly. From
\[
1-S=\frac{1+\beta-R-\beta R}{1+\beta-R}
=\frac{(1+\beta)(1-R)}{1+\beta-R}
\]
and \(\sin\theta=2\sqrt{S(1-S)}\) follows
\[
\sin\theta=\frac{2\sqrt{\beta(1+\beta)R(1-R)}}{1+\beta-R}.
\]

The angle is measured from the direction of flight before the collision, not from a fixed laboratory axis. Let \(\mathbf d\) be the old direction and let \(\mathbf e_1,\mathbf e_2\) complete it to an orthonormal set. With azimuth \(\varphi\), the new direction is
\[
\mathbf d'=\cos\theta\,\mathbf d+\sin\theta(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2).
\]
Its squared length is \(\cos^2\theta+\sin^2\theta=1\), and its projection on \(\mathbf d\) is \(\cos\theta\), as required.

As an example, let \(R=0.9\). Then
\[
S=\frac{0.001524\times0.9}{1.001524-0.9}=0.01351,\qquad
\theta=2\arcsin(0.1162)=13.35^\circ .
\]
The values \(R=0.5\), \(0.99\) and \(0.999\) give \(4.47^\circ\), \(42.4^\circ\) and \(101.9^\circ\). Half of all collisions thus turn the electron by less than \(4.5^\circ\), while one in a thousand turns it by more than \(101^\circ\). For these and one smaller value of \(R\), the fraction of the cross section enclosed by the sampled angle was tested by numerical integration; it reproduced \(R\) within \(10^{-8}\).

### Lemma 3: mean deflection and backward scattering

*For the distribution of Theorem 2,*
\[
\langle1-\cos\theta\rangle
=2\beta\left[(1+\beta)\ln\left(1+\frac1\beta\right)-1\right],
\qquad
P(\theta>90^\circ)=\frac{\beta}{1+2\beta}.
\]

**Proof.** Since \(1-\cos\theta=2s\), the mean is \(2\int_0^1sp(s)\,ds\). Write the numerator \(s\) as \((s+\beta)-\beta\):
\[
\int_0^1\frac{s\,ds}{(s+\beta)^2}
=\ln\frac{1+\beta}{\beta}-\beta\left[\frac1\beta-\frac1{1+\beta}\right]
=\ln\left(1+\frac1\beta\right)-\frac1{1+\beta}.
\]
Multiplication by \(2\beta(1+\beta)\) gives the first result. A right angle corresponds to \(s=1/2\), and
\[
1-F(1/2)=1-\frac{1+\beta}{1+2\beta}=\frac{\beta}{1+2\beta}.
\]
\(\square\)

For small \(\beta\) the mean behaves as \(2\beta[\ln(1/\beta)-1]\). The logarithm shows that rare large deflections contribute alongside the many small ones. For large \(\beta\), the expansion \((1+\beta)\ln(1+1/\beta)=1+1/(2\beta)+O(\beta^{-2})\) makes the mean approach one, the isotropic value.

The mean has a direct physical use. Averaging \(\mathbf d'\) over azimuth removes the two transverse terms, so one collision multiplies the average direction by \(\langle\cos\theta\rangle\). After \(n\) independent collisions at unchanged energy the factor is \(\langle\cos\theta\rangle^n\). The product
\[
\sigma_{\rm tr}=\sigma\langle1-\cos\theta\rangle
\]
is called the transport cross section. It weights each collision by the loss of forward direction.

In the numerical case,
\[
\langle1-\cos\theta\rangle
=0.003048\,(1.001524\times6.488-1)=0.01676,
\]
and \(\sigma_{\rm tr}=0.0384\times0.01676=6.44\times10^{-4}\) Å\(^2\). The inverse of the mean is about 60. Since \((1-0.01676)^{60}\approx0.36\), some sixty elastic collisions reduce the average direction to roughly \(1/e\) of its initial value.

A run of one million sampled angles gave \(0.01684\) for the mean, with a standard error of \(0.00008\), about one standard error above the formula. The fraction beyond \(90^\circ\) was \(0.00153\pm0.00004\), against \(0.00152\) from integration. Both agreements were tested within five standard errors. This fraction belongs to a single collision. The backscattering yield of a film also depends on multiple collisions, energy loss and geometry.

### When first order is insufficient

Lemma 1 replaced the wave inside the atom by the incident wave. The first correction to that wave at the nucleus shows which parameters control the replacement. Setting \(\mathbf r=0\) in the integral equation of Part I and using the incident wave under the integral gives
\[
\psi_1(0)=-\frac1{2\pi}\int\frac{e^{ikr}}{r}V(r)e^{i\mathbf k_0\cdot\mathbf r}d^3r
=\frac{2Z}{k}\int_0^\infty\frac{e^{-r/a}e^{ikr}\sin kr}{r}\,dr .
\]
Here the average of the plane wave over directions is \(\sin(kr)/(kr)\), and the solid angle contributes \(4\pi\). Next write \(e^{ikr}\sin kr=\tfrac12\sin2kr+\tfrac i2(1-\cos2kr)\). The two integrals needed are
\[
\int_0^\infty e^{-r/a}\frac{\sin br}{r}dr=\arctan(ab),\quad
\int_0^\infty e^{-r/a}\frac{1-\cos br}{r}dr=\tfrac12\ln(1+a^2b^2).
\]
Both sides of each equation vanish at \(b=0\). Their derivatives with respect to \(b\) agree, because the integrals of \(e^{-r/a}\cos br\) and \(e^{-r/a}\sin br\) are \((1/a)/(b^2+1/a^2)\) and \(b/(b^2+1/a^2)\). With \(b=2k\),
\[
\psi_1(0)=\frac Zk\left[\arctan(2ka)+\frac i2\ln(1+4k^2a^2)\right].
\]

The incident wave has magnitude one at the nucleus, so a small \(|\psi_1(0)|\) supports the replacement. For \(ka\ll1\) the expression tends to \(2Za\), which does not decrease as the energy is lowered. The isotropic low-energy limit of Part I therefore requires \(Za\ll1\). For \(ka\gg1\) the size of \(\psi_1(0)\) is set by \(Z/k\), multiplied by a slowly growing logarithm. A short wavelength compared with the atom is not enough by itself.

In the numerical case \(Z/k=0.221\), and the formula gives \(|\psi_1(0)|\approx0.8\). This is not small. It concerns one point, however, and is not an estimate of the error in \(\sigma\). That error requires a solution beyond first order.

### Lemma 4: cross sections from phase shifts

*For a real central potential that decays exponentially and is no more singular than \(1/r\) at the origin,*
\[
\sigma=\frac{4\pi}{k^2}\sum_{l=0}^\infty(2l+1)\sin^2\delta_l,\quad
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}).
\]

**Proof.** Expand the plane wave in Legendre polynomials \(P_l(x)\), \(x=\cos\theta\). Its coefficient is \((2l+1)\) times \(\tfrac12\int_{-1}^1P_l(x)e^{ikrx}dx\). One integration by parts, with \(P_l(\pm1)=(\pm1)^l\), gives this integral at large \(r\) as
\[
\frac{e^{ikr}-(-1)^le^{-ikr}}{2ikr}.
\]
The potential leaves the incoming part unchanged. For each \(l\) the radial equation is real and conserves flux, so the outgoing part can acquire only a phase factor, written \(e^{2i\delta_l}\). The added outgoing wave is the scattered wave:
\[
f=\frac1k\sum_l(2l+1)b_lP_l(x),\qquad
b_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l .
\]
Orthogonality, \(\int P_lP_m\,dx=2\delta_{lm}/(2l+1)\) with \(\delta_{lm}\) the Kronecker symbol, gives \(\sigma\).

For the transport sum, use \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\). It connects only neighbouring \(l\), with \(\int xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]\). Hence
\[
\int\cos\theta\,|f|^2d\Omega
=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,\mathrm{Re}(b_lb_{l+1}^*).
\]
The total can be regrouped through \(\sum(2l+1)|b_l|^2=\sum(l+1)(|b_l|^2+|b_{l+1}|^2)\), because the second term on the right equals \(\sum l|b_l|^2\) after a shift of index. Subtraction leaves \(\sum(l+1)|b_l-b_{l+1}|^2\). Finally, \(|b_l-b_{l+1}|=\tfrac12|e^{2i\delta_l}-e^{2i\delta_{l+1}}|=|\sin(\delta_l-\delta_{l+1})|\). \(\square\)

### The size of the Born error

The phase shifts were computed by numerical integration of the radial equation for the same Yukawa potential. The ratios below are partial-wave values divided by first Born values.

- \(Z=0.6\), 10 000 eV: total and transport both within 0.003 of one.
- \(Z=6\), 10 000 eV: total 0.982, transport 1.009.
- \(Z=6\), 1000 eV: total 0.850, transport 1.007.
- \(Z=-6\), 1000 eV: total 0.703, transport 0.676.

The first line is the test of absolute normalization: at weak coupling both ratios had to lie within 0.01 of one. In the next two lines \(Z/k\) grows from 0.22 to 0.70 while \(ka\) falls from 12.8 to 4.05, and the error of the total grows. The ratio \(Z/k\) does not fix the error alone: at \(Z/k=0.22\) and \(ka=4.05\) the total ratio is 1.016, and at \(Z/k=0.70\) and \(ka=12.8\) it is 0.786. At 1000 eV the Born total is larger than the partial-wave total by \(1/0.850-1\), or about 18 percent of the latter.

The transport ratio at 1000 eV is close to one for attraction, but this does not validate the Born angular law. Dividing the transport ratio by the total ratio gives the ratio of the mean deflections, \(1.007/0.850=1.18\). The Born formula predicts too many collisions and too small a mean deflection per collision, and the two errors nearly cancel in the product. The cancellation fades at lower energy: at 100 eV the ratios for \(Z=6\) are 0.45 for the total and 0.74 for transport. The repulsive potential shows no such cancellation. Its different ratios also expose the dependence on the sign of \(V\) that first order cannot contain.

For heavy atoms the condition is severe. At 10 000 eV a strength \(Z=50\) would give \(Z/k=0.2213\times50/6\approx1.8\), outside the weak-coupling regime. The partial-wave results themselves solve only the model potential. They omit exchange, polarization, spin and relativity; the kinetic energy at 10 000 eV is already 0.02 of the electron's rest energy. At short wavelength the first-order total scales as \(1/v^2\) with the electron speed \(v\), and relativistic kinematics lowers \(v^2\) by about \(1.5\times0.02\), so the total rises by about 3 percent. This exceeds the 1.8 percent Born error found for \(Z=6\) at that energy and has the opposite sign.

### Remark: an effective screening parameter

The sampling formula can still serve when better values of \(\sigma\) and \(\sigma_{\rm tr}\) are available, provided \(0<\sigma_{\rm tr}/\sigma<1\). Choose \(\beta\) so that Lemma 3 reproduces this ratio, and use the better \(\sigma\) for the collision rate. The choice is unique. At fixed \(0<s<1\),
\[
\frac{\partial F}{\partial\beta}
=\frac{s(s+\beta)-(1+\beta)s}{(s+\beta)^2}
=-\frac{s(1-s)}{(s+\beta)^2}<0,
\]
so increasing \(\beta\) moves probability towards larger angles, and the mean rises continuously from zero to one.

This \(\beta\) is a fitted parameter and no longer equals \(1/(4k^2a^2)\). It reproduces the collision rate and the mean loss of direction, but not the full angular distribution. Where a metrology signal depends on single large-angle deflections, the angles should be sampled from a tabulated cross section of the better theory. The computed values for the numerical case are collected in the numerical output.

## Numbers as computed

```
Strength Z: 6 (dimensionless)
Screening length a: 0.25 angstrom
Electron energy E: 10000 eV
Wave number k: 51.232 1/angstrom
Product k a: 12.808 (dimensionless)
Strength parameter Z/k in atomic units: 0.2213
Screening parameter beta: 1.523993e-03 (dimensionless)
E over electron rest energy: 0.0196
theta 5 deg: q = 4.469 1/angstrom, dsigma/dOmega = 3.9733e-01 angstrom^2/sr
theta 20 deg: q = 17.793 1/angstrom, dsigma/dOmega = 4.6492e-03 angstrom^2/sr
theta 90 deg: q = 72.453 1/angstrom, dsigma/dOmega = 1.8548e-05 angstrom^2/sr
Forward dsigma/dOmega: 2.0087e+00 angstrom^2/sr
Born total cross section: 0.038411 angstrom^2
Born total cross section: 0.137167 bohr^2
Born transport cross section: 6.4366e-04 angstrom^2
Mean of 1 - cos(theta), formula: 0.016757
Fraction beyond 90 deg, quadrature: 0.001519
R = 0.100: theta = 1.490 deg, enclosed fraction = 0.100000
R = 0.500: theta = 4.468 deg, enclosed fraction = 0.500000
R = 0.900: theta = 13.349 deg, enclosed fraction = 0.900000
R = 0.990: theta = 42.426 deg, enclosed fraction = 0.990000
R = 0.999: theta = 101.911 deg, enclosed fraction = 0.999000
Monte Carlo draws: 1000000
Monte Carlo mean of 1 - cos(theta): 0.016836
Standard error of that mean: 0.000076
Monte Carlo fraction beyond 90 deg: 0.001532
Standard error of that fraction: 0.000039
Largest numerical phase shift at Z = 0: 3.9e-06 rad
Partial-wave over Born cross sections, same potential:
Z = 0.6, 10000 eV: Z/k = 0.0221, total 1.0019, transport 1.0027
Z = 6, 10000 eV: Z/k = 0.2213, total 0.9821, transport 1.0093
Z = 6, 1000 eV: Z/k = 0.6999, total 0.8500, transport 1.0073
Z = -6 (repulsive), 1000 eV: total 0.7026, transport 0.6757
```
